# Stabilisation of an excited adduct on a three-rung reactive ladder: test program

```python
"""Stabilisation of a chemically activated adduct on a reactive ladder.

Result under test: an adduct starting on the top of three rungs, with
dissociation rates k_i and one-rung downward collision frequency w, is
stabilised with probability S = product of w/(w+k_i), about 10 percent.
Rates are in 1/s. Neglected effects are sized for excited disilane in
hot silane, using rough molecular inputs and a harmonic state count.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

rates = np.array([3e8, 1e8, 2e7])
w = 1e8


def product_yield(k, freq):
    return np.prod(freq / (freq + np.asarray(k)))


def ladder_probabilities(k, up, freq):
    """Chance of leaving at the bottom, from each rung (top rung first)."""
    n = len(k)
    matrix = np.diag(freq + up + k)
    source = np.zeros(n)
    for i in range(n):
        if i + 1 < n:
            matrix[i, i + 1] -= freq
        else:
            source[i] = freq
        if i > 0:
            matrix[i, i - 1] -= up[i]
    return np.linalg.solve(matrix, source)


def propagate(k, up, freq, start, time):
    """Populations: rungs, then stabilised, then products of each rung."""
    n = len(k)
    gen = np.zeros((2 * n + 1, 2 * n + 1))
    for i in range(n):
        gen[i + 1, i] += freq
        gen[n + 1 + i, i] += k[i]
        if i > 0:
            gen[i - 1, i] += up[i]
        gen[i, i] -= freq + k[i] + up[i]
    initial = np.zeros(2 * n + 1)
    initial[start] = 1.0
    return expm(gen * time) @ initial


# --- The three-rung model ---
a = w / (w + rates)
S = product_yield(rates, w)
reach = np.array([1.0, a[0], a[0] * a[1]])
losses = reach * (1 - a)
mean_time = np.sum(1 / (w + rates))
slope = np.sum(rates / (w + rates))
no_up = np.zeros(3)

final = propagate(rates, no_up, w, 0, 1e-6)
assert abs(final[3] - S) < 1e-9
assert np.allclose(final[4:], losses, atol=1e-9)

rng = np.random.default_rng(7)
samples = 400000
alive = np.ones(samples, dtype=bool)
elapsed = np.zeros(samples)
for k in rates:
    t_collision = rng.exponential(1 / w, samples)
    t_dissociation = rng.exponential(1 / k, samples)
    alive &= t_collision < t_dissociation
    elapsed += np.minimum(t_collision, t_dissociation)
S_random = alive.mean()
time_random = elapsed[alive].mean()
sigma_S = np.sqrt(S * (1 - S) / samples)
sigma_t = elapsed[alive].std() / np.sqrt(alive.sum())
assert abs(S_random - S) < 5 * sigma_S
assert abs(time_random - mean_time) < 5 * sigma_t

step = 1e-3
y_plus = ladder_probabilities(rates, no_up, w * np.exp(step))[0]
y_minus = ladder_probabilities(rates, no_up, w * np.exp(-step))[0]
assert abs(np.log(y_plus / y_minus) / (2 * step) - slope) < 1e-5

# --- Two-rung jumps: recursion from the bottom against a sum over paths ---
q = 0.2
from_third = a[2]
from_second = a[1] * ((1 - q) * from_third + q)
S_jump = a[0] * ((1 - q) * from_second + q * from_third)
path_sum = (a[0] * a[1] * a[2] * (1 - q)**2 + a[0] * a[2] * q
            + a[0] * a[1] * q * (1 - q))
assert abs(S_jump - path_sum) < 1e-12
assert S < S_jump < a[0]

# --- Rough disilane inputs and harmonic state count ---
T = 900.0
spacing_eV, top_eV, threshold_eV = 0.15, 2.85, 2.2
prefactor = 3e15
diameter = 0.5e-9
kT_eV = const.k * T / const.e
per_eV = const.e / (const.h * const.c * 100)   # wavenumbers per eV
kT_cm = kT_eV * per_eV
grain = 10                                      # cm^-1
modes = [2160] * 6 + [930] * 6 + [630] * 2 + [380] * 2 + [430, 130]
count = np.zeros(3001)
count[0] = 1.0
for mode in modes:
    shift = mode // grain
    for j in range(shift, len(count)):
        count[j] += count[j - shift]
grid = np.arange(len(count)) * grain
weights = count * np.exp(-grid / kT_cm)
mode_array = np.array(modes, dtype=float)
partition = np.prod(1 / (1 - np.exp(-mode_array / kT_cm)))
assert abs(weights.sum() / partition - 1) < 1e-4
mean_cm = np.sum(mode_array / np.expm1(mode_array / kT_cm))
assert abs(np.sum(grid * weights) / weights.sum() / mean_cm - 1) < 1e-3
mean_eV = mean_cm / per_eV


def state_density(offset):
    """Smoothed density; offset counts rungs below the top reactive one."""
    centre = round((top_eV - offset * spacing_eV) * per_eV / grain)
    half = round(spacing_eV * per_eV / grain / 2)
    return count[centre - half:centre + half + 1].mean()


def up_ratio(offset):
    gain = state_density(offset - 1) / state_density(offset)
    return gain * np.exp(-spacing_eV / kT_eV)


leak_rates = rates[2] * (rates[2] / rates[1]) ** np.arange(1, 3)
steps_down = round((top_eV - mean_eV) / spacing_eV)


def extended_ladder(above, steps, leak):
    offsets = np.arange(-above, steps)
    k = np.zeros(len(offsets))
    for i, offset in enumerate(offsets):
        if offset < 0:
            k[i] = rates[0] * (rates[0] / rates[1]) ** (-offset)
        elif offset < 3:
            k[i] = rates[offset]
        elif offset < 5 and leak:
            k[i] = leak_rates[offset - 3]
    up = np.array([w * up_ratio(offset) for offset in offsets])
    up[0] = 0.0
    return k, up


def extended_yield(above, steps, leak):
    k, up = extended_ladder(above, steps, leak)
    return ladder_probabilities(k, up, w)[above]


S_leak = product_yield(np.concatenate([rates, leak_rates]), w)
S_up = extended_yield(4, steps_down, False)
S_both = extended_yield(4, steps_down, True)
k_full, up_full = extended_ladder(4, steps_down, True)
full_final = propagate(k_full, up_full, w, 4, 1e-4)
assert abs(full_final[len(k_full)] - S_both) < 1e-6
assert abs(extended_yield(3, steps_down, True) / S_both - 1) < 0.01
assert abs(extended_yield(4, steps_down - 2, True) / S_both - 1) < 0.01
assert S_both < S_up < S and S_both < S_leak < S

# --- Pressure scale and later thermal dissociation ---
mass_Si, mass_H = 28.086, 1.008
m_disilane = 2 * mass_Si + 6 * mass_H
m_silane = mass_Si + 4 * mass_H
reduced = m_disilane * m_silane / (m_disilane + m_silane)
reduced *= const.atomic_mass
speed = np.sqrt(8 * const.k * T / (np.pi * reduced))
k_collision = np.pi * diameter**2 * speed
total_frequency = w * (1 + up_ratio(0))
pressure = total_frequency / k_collision * const.k * T / const.torr
thermal_rate = prefactor * np.exp(-threshold_eV / kT_eV)
assert 1 / thermal_rate > 1000 * mean_time

print("THREE-RUNG MODEL")
print(f"downward collision frequency w = {w:.1e} 1/s")
for i in range(3):
    print(f"rung {i+1}: k = {rates[i]:.1e} 1/s, step-down prob = {a[i]:.4f}")
    print(f"  fraction dissociating on rung {i+1} = {losses[i]:.4f}")
print(f"stabilised fraction, product = {S:.5f}")
print(f"stabilised fraction, rate equations = {final[3]:.5f}")
print(f"stabilised fraction, random simulation = {S_random:.4f}")
print(f"standard error of simulated fraction = {sigma_S:.4f}")
print(f"mean time to stabilise = {mean_time*1e9:.2f} ns")
print(f"same time, random simulation = {time_random*1e9:.2f} ns")
print(f"slope d ln S / d ln w = {slope:.4f}")
print(f"S at w/10 = {product_yield(rates, w/10):.2e}")
print(f"S at 10 w = {product_yield(rates, 10*w):.4f}")
print("ROUGH INPUTS, DISILANE IN SILANE")
print(f"temperature = {T:.0f} K, kT = {kT_eV:.4f} eV")
print(f"rung spacing = {spacing_eV:.2f} eV, top rung = {top_eV:.2f} eV")
print(f"dissociation threshold = {threshold_eV:.1f} eV")
print(f"collision diameter = {diameter*1e9:.1f} nm")
print(f"mean thermal vibrational energy = {mean_eV:.3f} eV")
print(f"rungs from top to thermal energy = {steps_down}")
print(f"mean relative speed = {speed:.0f} m/s")
print(f"collision rate constant = {k_collision*1e6:.2e} cm3/s")
print(f"total collision frequency = {total_frequency:.2e} 1/s")
print(f"silane pressure for this w = {pressure:.1f} Torr")
print("NEGLECTED EFFECTS")
print(f"up/down ratio from top rung = {up_ratio(0):.3f}")
print(f"up/down ratio from third rung = {up_ratio(2):.3f}")
print(f"rates of next two rungs = {leak_rates[0]:.1e}, "
      f"{leak_rates[1]:.1e} 1/s")
print(f"S with lower-rung leakage only = {S_leak:.4f}")
print(f"S with upward collisions only = {S_up:.4f}")
print(f"S with both = {S_both:.4f}")
print(f"relative change with both = {100*(S_both/S-1):.1f} percent")
print(f"two-rung share of downward collisions = {q:.1f}")
print(f"S with two-rung jumps = {S_jump:.4f}")
print(f"S if one collision stabilises = {a[0]:.4f}")
print(f"Arrhenius prefactor = {prefactor:.1e} 1/s")
print(f"thermal dissociation rate = {thermal_rate:.2e} 1/s")
print(f"thermal lifetime = {1e3/thermal_rate:.2f} ms")
print("checks complete")
```

Printed output:

```
THREE-RUNG MODEL
downward collision frequency w = 1.0e+08 1/s
rung 1: k = 3.0e+08 1/s, step-down prob = 0.2500
  fraction dissociating on rung 1 = 0.7500
rung 2: k = 1.0e+08 1/s, step-down prob = 0.5000
  fraction dissociating on rung 2 = 0.1250
rung 3: k = 2.0e+07 1/s, step-down prob = 0.8333
  fraction dissociating on rung 3 = 0.0208
stabilised fraction, product = 0.10417
stabilised fraction, rate equations = 0.10417
stabilised fraction, random simulation = 0.1036
standard error of simulated fraction = 0.0005
mean time to stabilise = 15.83 ns
same time, random simulation = 15.78 ns
slope d ln S / d ln w = 1.4167
S at w/10 = 9.78e-04
S at 10 w = 0.6856
ROUGH INPUTS, DISILANE IN SILANE
temperature = 900 K, kT = 0.0776 eV
rung spacing = 0.15 eV, top rung = 2.85 eV
dissociation threshold = 2.2 eV
collision diameter = 0.5 nm
mean thermal vibrational energy = 0.581 eV
rungs from top to thermal energy = 15
mean relative speed = 948 m/s
collision rate constant = 7.45e-10 cm3/s
total collision frequency = 1.27e+08 1/s
silane pressure for this w = 15.9 Torr
NEGLECTED EFFECTS
up/down ratio from top rung = 0.271
up/down ratio from third rung = 0.285
rates of next two rungs = 4.0e+06, 8.0e+05 1/s
S with lower-rung leakage only = 0.0994
S with upward collisions only = 0.0707
S with both = 0.0664
relative change with both = -36.2 percent
two-rung share of downward collisions = 0.2
S with two-rung jumps = 0.1283
S if one collision stabilises = 0.2500
Arrhenius prefactor = 3.0e+15 1/s
thermal dissociation rate = 1.44e+03 1/s
thermal lifetime = 0.70 ms
checks complete
```
